# Radial Fourier tables of the vdW-DF kernel: tail and core settings: test program

```python
# vdW-DF kernel phi(qa r, qb r): radial Fourier tables phi_ab(K) = 4 pi Int r^2 phi j0(Kr) dr.
# Under test (Hartree atomic units, g = 4 pi/9, w_i(k) = k^2/(2(1-exp(-g k^2/q_i^2)))):
#  real space: phi(r) = 4/(3 pi^2) Int Int k^2 k'^2 [j0 j0 - j2 j2] T(k,k'); transform =
#  polynomial core (r<rs=ds/sqrt(qa^2+qb^2), C2 match) + quadrature to R + analytic tail of
#  -A/r^6, A = 12 g^3/(qa^2 qb^2 (qa^2+qb^2)).  Independent road: bipolar momentum integral
#  phi(K) = K^3 Int ds dt (s^2-1)(1-t^2)/(s^2-t^2) T.  Removed core dphi = phi - soft is put
#  back by (G/2) Int n^2/q^3, G = 4 pi Int d^2 dphi(d,d); next term -(1/12) M_ab grad.grad.
# Tables F_m(kap) use units qa = 1, qb = lam^m; phi_ab(K) = F(K/qa)/qa^3.
import numpy as np, mpmath as mp
from scipy.special import spherical_jn as jn, erfc, sici, zeta
from scipy.interpolate import make_interp_spline, CubicSpline
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
from pyscf import gto, dft
HA = pc['Hartree energy in eV'][0]; B = pc['Bohr radius'][0]*1e10
pi = np.pi; g = 4*pi/9; R = 20.0; N = 16
qm = np.geomspace(0.5, 5.0, N); lam = qm[1]/qm[0]
om = lambda k, q: k*k/(-2*np.expm1(-g*k*k/q**2))
def T(k, kp, q1, q2):
    w, x, y, z = om(k, q1), om(kp, q1), om(k, q2), om(kp, q2)
    return 0.5*(1/(w+x)+1/(y+z))*(1/((w+y)*(x+z))+1/((w+z)*(y+x)))
Acoef = lambda q1, q2: 12*g**3/(q1**2*q2**2*(q1**2+q2**2))
for a, b in [(0.7, 2.3), (5.1, 1.2), (9.0, 14.0)]:   # trigonometric W versus Bessel form
    W = 2*((3-a*a)*b*np.cos(b)*np.sin(a)+(3-b*b)*a*np.cos(a)*np.sin(b)
           + (a*a+b*b-3)*np.sin(a)*np.sin(b)-3*a*b*np.cos(a)*np.cos(b))/(a*b)**3
    assert abs(W-2/3*(jn(0, a)*jn(0, b)-jn(2, a)*jn(2, b))) < 1e-12
# real-space kernel: trapezoid in ln k, erfc window in k r
hk = 0.04; k = np.exp(np.arange(np.log(1e-4), np.log(1.2e6), hk))
xr = np.arange(np.log(1e-4), np.log(22.0), 0.03); kr = np.outer(k, np.exp(xr))
win = (hk*k**3)[:, None]*0.5*erfc((kr-55)/9)
U0, U2 = win*jn(0, kr), win*jn(2, kr)
spl = []
for m in range(N):
    Tm = T(k[:, None], k[None, :], 1.0, lam**m)
    spl.append(make_interp_spline(xr, 4/(3*pi**2)*((U0*(Tm@U0)).sum(0)-(U2*(Tm@U2)).sum(0)), k=5))
def bipolar(K, q1, q2):
    lo = 1e-4*min(1, min(q1, q2)/K); hi = 200*max(1, max(q1, q2)/K)
    u = np.exp(np.arange(np.log(lo), np.log(hi), 0.25))[:, None]
    y = np.arange(0, 0.5*np.log(2/lo), 0.125); v = (2/(1+np.exp(2*y)))[None, :]
    wy = np.full(y.size, 0.25); wy[0] = 0.125
    f = u*u*(u+2)*(v*(2-v))**2/((u+v)*(u+2-v))*T(K*(u+2-v)/2, K*(u+v)/2, q1, q2)
    return K**3*0.25*(f@wy).sum()
def S5(y):
    return (np.sin(y)/(4*y**4)+np.cos(y)/(12*y**3)-np.sin(y)/(24*y*y)-np.cos(y)/(24*y)
            + (pi/2-sici(y)[0])/24)
for y in (0.5, 3.0, 20.0):   # Int_y^inf sin x/x^5 by contour rotation
    ref = mp.im(1j*mp.exp(1j*y)*mp.quad(lambda t: mp.exp(-t)/(y+1j*t)**5, [0, .3, 1, 3, 10, 60]))
    assert abs(S5(y)/float(ref)-1) < 1e-7
def tail(m, kap):
    s = np.where(kap > 0, kap, 1.0)
    return -4*pi*Acoef(1, lam**m)*np.where(kap > 0, s**3*S5(s*R), 1/(3*R**3))
gx, gw = np.polynomial.legendre.leggauss(24)
def gl(e):
    h = np.diff(e)[:, None]/2
    return (e[:-1, None]+h*(1+gx)).ravel(), (h*gw).ravel()
ft = lambda f, r, w, kap: 4*pi*np.sinc(np.outer(kap, r)/pi)@(w*r*r*f)
def core(m, ds):
    rs = ds/np.sqrt(1+lam**(2*m)); f = [float(spl[m](np.log(rs), nu)) for nu in range(4)]
    d1, d2, d3 = f[1], f[2]-f[1], f[3]-3*f[2]+2*f[1]     # r^n times n-th r derivative
    p4 = (d2-d1)/8; p2 = (d1-4*p4)/2; p0 = f[0]-p2-p4
    return rs, (lambda r: p0+p2*(r/rs)**2+p4*(r/rs)**4), (d3-24*p4)/rs**3
def table(m, ds, kap):   # soft transform, removed-core transform, second moment of dphi
    rs, p, _ = core(m, ds)
    r1, w1 = gl(np.linspace(0, rs, 5))
    r2, w2 = gl(np.r_[np.geomspace(rs, 1.5, 9), np.arange(2.0, R+0.01, 0.5)])
    r3, w3 = gl(np.geomspace(1e-4, rs, 25)); d = spl[m](np.log(r3))-p(r3)
    soft = ft(p(r1), r1, w1, kap)+ft(spl[m](np.log(r2)), r2, w2, kap)+tail(m, kap)
    return soft, ft(d, r3, w3, kap), 4*pi*(w3*r3**4*d).sum()
z = np.array([0.0])
print(f"g = {g:.6f}, 12 g^3 = {12*g**3:.5f} (pure numbers); N = {N}, lam = {lam:.5f}, R qmin = {R:.0f}")
print(f"q mesh from {qm[0]/B:.4f} to {qm[-1]/B:.4f} 1/A")
# tail: exponential approach to -A/r^6
dev = lambda m, r: np.abs(spl[m](np.log(r))*r**6/(-Acoef(1, lam**m))-1)
for m in range(N):
    assert dev(m, 15.0) < 1e-5 and dev(m, R) < 1e-6
    assert dev(m, np.linspace(11, 13, 41)).max() < 1e-2*dev(m, np.linspace(5, 7, 41)).max()
for c in (6, 9, 12):
    print(f"max rel. deviation from -A/r^6, d in [{c-1},{c+1}], qa=qb: {dev(0, np.linspace(c-1, c+1, 41)).max():.2e}")
print(f"worst rel. deviation at d_min = 20, all ratios: {max(dev(m, R) for m in range(N)):.1e}")
for m in (0, 5):
    c2 = 8/3*quad(lambda t: T(t, t, 1.0, lam**m), 1e-9, 300, points=[.5, 1, 2, 4, 10, 30], epsabs=0, epsrel=1e-11, limit=400)[0]
    rat = (bipolar(0.002, 1.0, lam**m)-c2*0.002**2)/0.002**3/(-pi**2*Acoef(1, lam**m)/12)
    assert abs(rat-1) < 1e-2
    print(f"m = {m}: K^2 coeff {c2*HA:.3f} eV; K^3 coeff / (-pi^2 A/12) at kap=0.002: {rat:.4f}")
# core: logarithm and linear term
sl = float(spl[0](np.log(1e-3), 1)); assert abs(sl+2/pi-1e-3/pi) < 3e-5
c0 = float(spl[0](np.log(1e-3)))+2/pi*np.log(1e-3)-1e-3/pi
k4 = (1e9*bipolar(1000.0, 1.0, 1.0)-4*pi)*1000; assert abs(k4+8) < 0.1
print(f"(dphi/dln d)/(-2/pi + d/pi) at d=1e-3: {sl/(-2/pi+1e-3/pi):.6f}; c0 = {c0*HA:.4f} eV")
print(f"kap^-4 coefficient / (-8) at kap=1000: {k4/-8:.4f}")
Gs = table(0, 0.05, z)[1][0]; x = 0.05/np.sqrt(2); Gser = 64*x**3/315-x**4/35
assert abs(Gs/Gser-1) < 1e-3
print(f"G / (64x^3/315 - x^4/35) at ds=0.05: {Gs/Gser:.5f}")
rs, p, J = core(0, 1.0); Kt = 9.5*pi/rs
rat = table(0, 1.0, np.array([Kt]))[0][0]/(4*pi*rs*J*np.sin(Kt*rs)/Kt**5); assert abs(rat-1) < 0.03
print(f"ds=1, qa=qb: p0 = {p(0.0)*HA:.4f} eV, J = {J*HA:.2f} eV, soft/asymptote at kap={Kt:.2f}: {rat:.4f}")
h = 0.05; r = h*np.arange(1, int(round(R/h))+1); w = np.full(r.size, h); w[-1] /= 2
fh = spl[0](np.log(r)); fs = np.where(r < rs, p(r), fh); s0, d0, _ = table(0, 1.0, z)
end = tail(0, z)[0]-h*h/12*16*pi*Acoef(1, 1)/R**5
eh = 4*pi*(w*r*r*fh).sum()+end-s0[0]-d0[0]; es = 4*pi*(w*r*r*fs).sum()+end-s0[0]
pred = -2*zeta(3)*h**3/pi**2+h**4/30
assert abs(eh/pred-1) < 1e-2 and abs(es) < abs(eh)/10
print(f"uniform grid q h={h}: error of F(0) hard {eh*HA:.4e} eV (formula {pred*HA:.4e} eV), soft {es*HA:.1e} eV")
# all tables, both roads
hK = np.log(lam)/3; nK = 149; K = 0.02*np.exp(hK*np.arange(nK))
kap = 0.02/qm[-1]*np.exp(hK*np.arange(nK+3*(N-1)))
Fb = np.array([[bipolar(c, 1.0, lam**m) for c in kap] for m in range(N)])
assert Fb.min() > 0
dss = (2.0, 1.0, 0.5); k0 = np.r_[0.0, kap]
tab = {ds: [table(m, ds, k0) for m in range(N)] for ds in dss}
ea = er = sr = 0
for m in range(N):
    F = tab[1.0][m][0]+tab[1.0][m][1]; D = np.abs(F[1:]-Fb[m])
    ea = max(ea, D.max()/Fb[m].max()); er = max(er, (D/Fb[m])[kap > 0.05].max())
    sr = max(sr, abs(F[0]/tail(m, z)[0]))
assert ea < 1e-5 and er < 1e-3 and sr < 1e-3
print(f"real-space vs bipolar, all m: error/peak {ea:.1e}, pointwise {er:.1e}")
print(f"sum rule |F(0)|/|tail(0)| worst {sr:.1e}; tail(0) for qa=qb: {tail(0, z)[0]*HA:.5f} eV")
def expand(rows):
    out = np.empty((N, N, nK))
    for a in range(N):
        for b in range(a, N):
            j = 3*(N-1-a); out[a, b] = out[b, a] = rows[b-a][j:j+nK]/qm[a]**3
    return out
Pb = expand(Fb); Ps = {ds: expand([t[0][1:] for t in tab[ds]]) for ds in dss}
Pd = {ds: expand([t[1][1:] for t in tab[ds]]) for ds in dss}
a, b = 5, 10; V = HA*B**3
print(f"pair qa = {qm[a]/B:.4f}, qb = {qm[b]/B:.4f} 1/A, A = {Acoef(qm[a], qm[b])*HA*B**6:.5f} eV A^6")
print(f"R = {R/qm[a]*B:.3f} A, rs(ds=1) = {B/np.hypot(qm[a], qm[b]):.4f} A; columns in eV A^3:")
for i in (30, 60, 90, 120, 148):
    direct = bipolar(K[i], qm[b], qm[a]); assert abs(Pb[a, b, i]/direct-1) < 1e-6
    tl = tail(b-a, np.array([K[i]/qm[a]]))[0]/qm[a]**3
    print(f"K={K[i]/B:7.3f} 1/A bip {direct*V:.5e} soft+core {(Ps[1.0][a,b,i]+Pd[1.0][a,b,i])*V:.5e} soft {Ps[1.0][a,b,i]*V:.4e} tail {tl*V:.2e}")
# He atom, PBE/cc-pVQZ density
mol = gto.M(atom='He 0 0 0', basis='cc-pvqz', verbose=0)
mf = dft.RKS(mol); mf.xc = 'PBE'; mf.chkfile = None; mf.kernel(); assert mf.converged
dr = 0.004; r = dr*np.arange(1, 2001); xyz = np.c_[0*r, 0*r, r]
rho = dft.numint.eval_rho(mol, dft.numint.eval_ao(mol, xyz, deriv=1), mf.make_rdm1(), xctype='GGA')
n = np.maximum(rho[0], 1e-30); kF = (3*pi*pi*n)**(1/3); Zab = -0.8491; qc = qm[-1]
ec = dft.libxc.eval_xc(',LDA_C_PW', n, spin=0)[0]
q0 = np.minimum(kF*(1-Zab/9*(rho[3]/(2*kF*n))**2)-4*pi/3*ec, 10*qc)
q = qc*(-np.expm1(-sum((q0/qc)**j/j for j in range(1, 13))))
w = 4*pi*r*r*dr; assert abs((w*n).sum()-2) < 1e-6 and q.min() > qm[0]
th = n[:, None]*CubicSpline(np.log(qm), np.eye(N))(np.log(q))
thK = np.sinc(np.outer(K, r)/pi)@(w[:, None]*th); dth = np.gradient(th, dr, axis=0)
En = lambda P: hK/(4*pi*pi)*np.einsum('i,ia,ib,abi->', K**3, thK, thK, P)
Eb = En(Pb); I3 = 0.5*(w*n*n/q**3).sum()
print(f"He: electrons {(w*n).sum():.6f}, Zab = {Zab}, min q {q.min()/B:.4f} 1/A, q near nucleus {q[0]/B:.4f} 1/A")
print(f"K mesh {K[0]/B:.4f} to {K[-1]/B:.2f} 1/A, {nK} points; (1/2) Int n^2/q^3 = {I3:.6f} (pure number)")
print(f"E_nl, unsoftened bipolar tables = {Eb*HA:.6f} eV = {Eb:.7f} hartree")
ia = np.arange(N); mm = np.abs(ia[:, None]-ia[None, :]); ql = qm[np.minimum(ia[:, None], ia[None, :])]
rel = {}
for ds in dss:
    G = np.array([t[1][0] for t in tab[ds]]); M = np.array([t[2] for t in tab[ds]])
    Es, dE, loc = En(Ps[ds]), En(Pd[ds]), G[0]*I3
    mesh = 0.5*np.einsum('r,ra,ra->', w, th@(G[mm]/ql**3), th)
    grad = -np.einsum('r,ra,ra->', w, dth@(M[mm]/ql**5), dth)/12
    assert abs((Es+dE)/Eb-1) < 1e-5 and abs(mesh/loc-1) < 2e-3
    rel[ds] = ((dE-mesh)/dE, (dE-mesh)/grad)
    if ds <= 1: assert abs(Es+loc-Eb) < abs(Es-Eb)/10
    print(f"ds={ds}: G = {G[0]*HA:.5f} eV, E_soft = {Es*HA:.6f} eV, core dE = {dE*HA*1e3:.4f} meV")
    print(f"   local {loc*HA*1e3:.4f} meV (q-mesh form {mesh*HA*1e3:.4f} meV), gradient term {grad*HA*1e3:.4f} meV")
    print(f"   residual/dE = {rel[ds][0]:.5f}, residual/gradient term = {rel[ds][1]:.4f}")
    print(f"   E_soft+local = {(Es+loc)*HA:.6f} eV = {Es+loc:.7f} hartree, error {(Es+loc-Eb)*HA*1e3:.4f} meV")
assert abs(rel[0.5][1]-1) < 0.15 and rel[1.0][0]/rel[0.5][0] > 2.5
print(f"relative residual ratio ds=1 over ds=0.5: {rel[1.0][0]/rel[0.5][0]:.3f}")
print("PASS")
```

Printed output:

```
g = 1.396263, 12 g^3 = 32.66505 (pure numbers); N = 16, lam = 1.16591, R qmin = 20
q mesh from 0.9449 to 9.4486 1/A
max rel. deviation from -A/r^6, d in [5,7], qa=qb: 8.92e-02
max rel. deviation from -A/r^6, d in [8,10], qa=qb: 3.12e-03
max rel. deviation from -A/r^6, d in [11,13], qa=qb: 9.83e-05
worst rel. deviation at d_min = 20, all ratios: 1.2e-08
m = 0: K^2 coeff 255.659 eV; K^3 coeff / (-pi^2 A/12) at kap=0.002: 0.9991
m = 5: K^2 coeff 27.545 eV; K^3 coeff / (-pi^2 A/12) at kap=0.002: 0.9993
(dphi/dln d)/(-2/pi + d/pi) at d=1e-3: 1.000000; c0 = -6.2841 eV
kap^-4 coefficient / (-8) at kap=1000: 1.0000
G / (64x^3/315 - x^4/35) at ds=0.05: 1.00000
ds=1, qa=qb: p0 = 15.0370 eV, J = -337.85 eV, soft/asymptote at kap=42.21: 0.9971
uniform grid q h=0.05: error of F(0) hard -8.2287e-04 eV (formula -8.2288e-04 eV), soft -9.0e-06 eV
real-space vs bipolar, all m: error/peak 4.6e-08, pointwise 2.8e-05
sum rule |F(0)|/|tail(0)| worst 9.9e-06; tail(0) for qa=qb: -0.23270 eV
pair qa = 2.0356, qb = 4.3857 1/A, A = 0.47704 eV A^6
R = 9.825 A, rs(ds=1) = 0.2068 A; columns in eV A^3:
K=  0.175 1/A bip 2.21939e-02 soft+core 2.21939e-02 soft -2.1400e-02 tail -6.41e-04
K=  0.814 1/A bip 3.39011e-01 soft+core 3.39011e-01 soft 2.9546e-01 tail -2.96e-05
K=  3.779 1/A bip 1.10838e+00 soft+core 1.10838e+00 soft 1.0657e+00 tail -3.47e-06
K= 17.543 1/A bip 5.46321e-02 soft+core 5.46321e-02 soft 2.6373e-02 tail 1.90e-07
K= 73.505 1/A bip 8.34028e-04 soft+core 8.34028e-04 soft -4.2140e-06 tail -1.12e-08
He: electrons 2.000000, Zab = -0.8491, min q 1.8767 1/A, q near nucleus 9.0657 1/A
K mesh 0.0378 to 73.51 1/A, 149 points; (1/2) Int n^2/q^3 = 0.016766 (pure number)
E_nl, unsoftened bipolar tables = 0.627611 eV = 0.0230643 hartree
ds=2.0: G = 12.09256 eV, E_soft = 0.434409 eV, core dE = 193.2020 meV
   local 202.7436 meV (q-mesh form 202.7456 meV), gradient term -10.5128 meV
   residual/dE = -0.04940, residual/gradient term = 0.9078
   E_soft+local = 0.637153 eV = 0.0234149 hartree, error 9.5416 meV
ds=1.0: G = 1.75530 eV, E_soft = 0.598555 eV, core dE = 29.0566 meV
   local 29.4293 meV (q-mesh form 29.4295 meV), gradient term -0.3830 meV
   residual/dE = -0.01284, residual/gradient term = 0.9740
   E_soft+local = 0.627984 eV = 0.0230780 hartree, error 0.3727 meV
ds=0.5: G = 0.23212 eV, E_soft = 0.623732 eV, core dE = 3.8792 meV
   local 3.8918 meV (q-mesh form 3.8918 meV), gradient term -0.0127 meV
   residual/dE = -0.00325, residual/gradient term = 0.9942
   E_soft+local = 0.627624 eV = 0.0230647 hartree, error 0.0126 meV
relative residual ratio ds=1 over ds=0.5: 3.946
PASS
```
